# Backscattering Mean Free Path from Landauer and Boltzmann Conductivities

## The length to enter

A relaxation time $\tau$ is known from the conductivity of a long sample, and the resistance of a short channel of the same material is wanted. One estimate takes the transmission to be $T=\lambda/(\lambda+L)$, with $L$ the channel length. A decision is then needed: which length is $\lambda$? The distance $v\tau$ travelled at speed $v$ during one relaxation time is the obvious candidate. It is the wrong one, because with $\lambda=v\tau$ the formula does not return, for a long channel, the conductivity from which $\tau$ was taken. Requiring that it does fixes $\lambda$.

Assumptions for what follows: scattering is elastic and uniform along the conductor, the band is isotropic, $E=E(|\mathbf k|)$, and rises monotonically with $|\mathbf k|$, so that each energy has one wavenumber $k$ and one speed $v$, with spin degeneracy 2 and one valley, and probabilities rather than amplitudes are added between scattering events. The time $\tau(E)$ is the transport time, the time in which a net velocity decays.

## One dimension: two fluxes

At a given energy a carrier moves right or left with speed $v$. Let it reverse at rate $r$, and let $n_\pm$ be the densities of right- and left-movers. In a steady state

$$v\frac{dn_+}{dx}=-r n_++r n_-,\qquad -v\frac{dn_-}{dx}=r n_+-r n_- .$$

With the one-way fluxes $F_\pm=vn_\pm$, both taken positive, these become

$$\frac{dF_+}{dx}=\frac{dF_-}{dx}=-\frac{F_+-F_-}{\lambda},\qquad \lambda=\frac vr .$$

The two derivatives are equal, so the net flux $J=F_+-F_-$ is constant and $F_+$ falls linearly. Let flux $F_0$ enter at $x=0$ and none enter at $x=L$. Then $F_-(L)=0$, hence $F_+(L)=J$, and

$$F_0-J=\frac{JL}{\lambda}\quad\Rightarrow\quad T=\frac{J}{F_0}=\frac{\lambda}{\lambda+L}.$$

Within this model the formula is exact. It gives $T\to1$ for $L\to0$ and $T\to\lambda/L$ for $L\gg\lambda$.

To connect $r$ with $\tau$, take a spatially uniform state. There $dn_+/dt=-rn_++rn_-$ and $dn_-/dt=rn_+-rn_-$. Subtraction gives

$$\frac{d}{dt}(n_+-n_-)=-2r(n_+-n_-).$$

One reversal removes a right-mover and adds a left-mover, so it changes the difference by two. Therefore $1/\tau=2r$ and

$$\lambda=\frac vr=2v\tau .$$

**Check on a special case.** If collisions occur at rate $1/\tau_s$ and each sends the carrier forward or backward with equal probability, then $r=1/(2\tau_s)$ and $\tau=\tau_s$. Half the collisions do not reverse the motion, so the mean distance to a reversal is $2v\tau_s$, as found.

## What survives in higher dimensions

In two or three dimensions a carrier has a continuous range of directions, and no single reversal rate describes it. The long-conductor limit still defines a length:

$$\lambda(E)=\lim_{L\to\infty}L\,T(L),$$

where $T$ is averaged over the incoming modes. This needs $T\propto1/L$ at large $L$, which holds for diffusion.

**Landauer side.** For one mode and one spin, the right-moving states per unit length and energy number $(1/2\pi)\,dk/dE=1/(hv)$, where $v$ is the speed along the conductor. Multiplied by $v$, this gives a flux $1/h$ per unit energy, whatever the speed. With two spins and $M$ modes per spin, a small voltage $V$ makes the contact occupations differ by $eV(-\partial f/\partial E)$, where $f$ is the Fermi function. Hence

$$G=\frac{2e^2}{h}\int M\,T\left(-\frac{\partial f}{\partial E}\right)dE .$$

Let $A$ be the cross-section, which is a width in two dimensions and is replaced by 1 in one dimension. The conductivity is the limit of $GL/A$ for large $L$, so each energy contributes

$$\sigma(E)=\frac{2e^2}{h}\,\frac MA\,\lambda .$$

**Number of modes.** Let $D(E)$ be the density of states per volume, both spins included, and let $\langle\cdots\rangle$ be the average over all directions on the constant-energy surface. Half the states move right, and by symmetry their mean $v_x$ is $\langle|v_x|\rangle$. The right-going flux per area and energy is thus $D\langle|v_x|\rangle/2$. Counted by modes, the same flux is $2M/(hA)$. Equating the two,

$$\frac MA=\frac{hD\langle|v_x|\rangle}{4}.$$

**Check by direct counting.** Each transverse wavevector shorter than $k$ gives one right-moving mode per spin. In two dimensions these fill an interval of length $2k$ at density $W/2\pi$, so $M/W=k/\pi$. In three dimensions they fill a disk of area $\pi k^2$ at density $A/4\pi^2$, so $M/A=k^2/4\pi$. For the flux formula, the carrier density $k^2/2\pi$ in two dimensions gives $D=k/(\pi\hbar v)$. With $\langle|v_x|\rangle=2v/\pi$, derived below,

$$\frac{hD\langle|v_x|\rangle}{4}=\frac{2\pi\hbar}{4}\,\frac{k}{\pi\hbar v}\,\frac{2v}{\pi}=\frac k\pi .$$

In three dimensions the density $k^3/3\pi^2$ gives $D=k^2/(\pi^2\hbar v)$, and $\langle|v_x|\rangle=v/2$ leads to $k^2/4\pi$. An explicit count of transverse plane waves was also tested against the flux formula.

## Boltzmann side

Electrons of charge $-e$ in a field $\mathcal E$ along $x$ obey $\hbar\,dk_x/dt=-e\mathcal E$. To first order in the field, the steady Boltzmann equation for the change $\delta f$ is

$$-\frac{e\mathcal E}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{\delta f}{\tau}.$$

Since $\partial f/\partial k_x=\hbar v_x\,\partial f/\partial E$,

$$\delta f=e\mathcal E\tau v_x\frac{\partial f}{\partial E}.$$

The derivative is negative, so a positive field depletes the right-movers, as it should for negative charge. The current density is

$$j=-e\int D\langle v_x\,\delta f\rangle\,dE=e^2\mathcal E\int D\langle v_x^2\rangle\tau\left(-\frac{\partial f}{\partial E}\right)dE,$$

and each energy contributes $\sigma(E)=e^2D\langle v_x^2\rangle\tau$.

A single $\tau$ is justified here even if scattering prefers some angles. Let the scattering probability depend on the angle between old and new directions alone, with mean cosine $g$. By symmetry about the old direction, the mean new velocity is $g$ times the old one. A distribution proportional to $v_x$ therefore changes through collisions at the rate $-(v_x-gv_x)/\tau_s$, and

$$\tau=\frac{\tau_s}{1-g}.$$

The time between collisions $\tau_s$ equals $\tau$ when $g=0$, which includes isotropic scattering.

## Matching

Equate the two conductivities and insert the number of modes:

$$\frac{2e^2}{h}\,\frac{hD\langle|v_x|\rangle}{4}\,\lambda=e^2D\langle v_x^2\rangle\tau .$$

The left side is $e^2D\langle|v_x|\rangle\lambda/2$. The density of states and the charge cancel, leaving

$$\lambda=\frac{2\langle v_x^2\rangle}{\langle|v_x|\rangle}\,\tau .$$

In $d$ dimensions the squares of the $d$ velocity components have equal averages and add up to $v^2$, so $\langle v_x^2\rangle=v^2/d$. The other average is computed case by case.

- **One dimension:** $|v_x|=v$, so $\lambda=2v\tau$, in agreement with the two-flux model.
- **Two dimensions:** the angle $\theta$ is uniform, so
$$\langle|v_x|\rangle=\frac{2v}{\pi}\int_0^{\pi/2}\cos\theta\,d\theta=\frac{2v}{\pi},\qquad \lambda=\frac{2(v^2/2)}{2v/\pi}\tau=\frac\pi2v\tau .$$
- **Three dimensions:** the cosine $u$ is uniform on the sphere, so
$$\langle|v_x|\rangle=v\int_0^1u\,du=\frac v2,\qquad \lambda=\frac{2(v^2/3)}{v/2}\tau=\frac43v\tau .$$

The match holds at each energy. Elastic scattering keeps energies separate, and at zero temperature the Fermi energy can be placed at any $E$, where the conductivity is $\sigma(E)$ itself. At finite temperature both sides are integrated with the same weight $-\partial f/\partial E$.

For an independent check of the factors, the Boltzmann equation was solved in a slab, and $\lambda$ was read from the growth of $1/T$ with $L$. In units of $v\tau$ the slab gives 2.00000, 1.57080 and 1.33333. The same values appear for anisotropic scattering with $g=0.3$, which confirms that $\tau$ must be the transport time.

## Finite temperature

The long-channel conductivity divided by the ballistic conductance per cross-section is a mean of $\lambda$ weighted by the modes:

$$\bar\lambda=\frac{\int M\lambda(-\partial f/\partial E)\,dE}{\int M(-\partial f/\partial E)\,dE}.$$

Take a dilute two-dimensional gas with $E=mv^2/2$ and constant $\tau$. Then $-\partial f/\partial E\propto e^{-E/k_BT_e}$, with $T_e$ the temperature, and $M\propto\sqrt E$. Setting $E=k_BT_e\,y$,

$$\bar\lambda=\frac\pi2\tau\sqrt{\frac{2k_BT_e}{m}}\;\frac{\int_0^\infty y\,e^{-y}dy}{\int_0^\infty\sqrt y\,e^{-y}dy}=\frac\pi2\tau\sqrt{\frac{2k_BT_e}{m}}\;\frac{2}{\sqrt\pi}=\tau\sqrt{\frac{2\pi k_BT_e}{m}} .$$

The integrals are $1$ and $\sqrt\pi/2$. For a long channel the speed to be used is thus fixed by the mode weighting and is not a free choice of thermal velocity. At finite length the transmission $\lambda/(\lambda+L)$ itself must be averaged over energy, with the weight $M(-\partial f/\partial E)$. Entering $\bar\lambda$ in the formula instead overestimates this average, because $\lambda/(\lambda+L)$ is a concave function of $\lambda$.

A harder case was tested numerically: a nonparabolic band with an energy-dependent $\tau$. A sum over $\mathbf k$ for the Boltzmann conductivity and an energy integral for the Landauer one both give 1.100474, 0.482702 and 0.182234 in model units for one, two and three dimensions. The factors therefore do not rely on a parabolic band.

## In what sense it is backscattering

In one dimension $\lambda$ is the mean distance to a reversal. To see what remains of this in higher dimensions, look deep inside a long conductor without a field, where the occupation has a constant gradient. Try

$$f(x,\mathbf v)=a(x)-\tau v_x a',\qquad a'=\text{const}.$$

The streaming term is $v_x\,\partial f/\partial x=v_xa'$. Collisions leave the isotropic part alone and relax the part proportional to $v_x$, giving $-(-\tau v_xa')/\tau=v_xa'$. The two agree, so this is a solution. Its one-way fluxes per unit energy are

$$F_\pm=\frac D2\left(\langle|v_x|\rangle a\mp\tau\langle v_x^2\rangle a'\right),\qquad J=F_+-F_-=-D\langle v_x^2\rangle\tau a' .$$

Since $J$ is constant, differentiating $F_+$ leaves the first term:

$$\frac{dF_+}{dx}=\frac{D\langle|v_x|\rangle a'}{2}=-\frac{\langle|v_x|\rangle}{2\langle v_x^2\rangle\tau}J=-\frac{F_+-F_-}{\lambda}.$$

The one-dimensional flux law returns with the matched $\lambda$. The slab solution was tested against this law at interior points.

The law fixes the net exchange between the two fluxes. It does not say that each forward carrier travels $\lambda$ on average before turning back. The difference shows in a thin slab, $L\ll v\tau$, with isotropic scattering. A carrier crosses in time $L/v_x$ and scatters with probability $L/(v_x\tau)$. Weighting by the incoming flux, which is proportional to $v_x$, and counting the half that is sent back,

$$1-T\simeq\frac12\,\frac{\langle|v_x|\,L/(|v_x|\tau)\rangle}{\langle|v_x|\rangle}=\frac{L}{2\langle|v_x|\rangle\tau}.$$

Directions so oblique that $v_x\tau<L$ violate the single-scattering estimate, but they form a fraction of order $L/v\tau$ of all directions and carry a fraction of order $(L/v\tau)^2$ of the incoming flux, which is negligible against $1-T\propto L$. Likewise only a fraction of order $L/v\tau$ of the scattered carriers is sent into such directions. The thin-slab length is

$$\lambda_{\rm thin}=2\langle|v_x|\rangle\tau=2v\tau,\quad \frac4\pi v\tau,\quad v\tau$$

for $d=1,2,3$. The slab solution gives 2.001, 1.276 and 1.003 in units of $v\tau$, where the last digit in two and three dimensions is limited by the angular grid of 12 forward directions, which does not resolve grazing motion (with the angles integrated exactly the two values become 1.277 and 1.004); these are values of $L/(1-T)$ at the thickness $L\approx0.001\,v\tau$, not at the limit $L\to0$. In one dimension the exact formula gives $L/(1-T)=\lambda+L=2.001\,v\tau$ at this thickness. The ratio of the two lengths is

$$\frac{\lambda}{\lambda_{\rm thin}}=\frac{\langle v_x^2\rangle}{\langle|v_x|\rangle^2}\ge1,$$

because a mean square is never below the square of the mean. Equality holds in one dimension, where $|v_x|$ has a single value. A contact fills all forward directions equally, whereas deep inside, the imbalance between right- and left-movers is proportional to $v_x$ and favours carriers moving along the conductor. For a given net flux, that imbalance contains fewer excess carriers, so fewer are turned back per unit length.

## Between thin and long

The formula $T=\lambda/(\lambda+L)$ was derived in one dimension. In two and three dimensions it joins the correct limits $T\to1$ and $T\to\lambda/L$, but it is an interpolation. Once the channel is long enough for the entrance and exit regions not to overlap, the interior law adds a term $L/\lambda$ to $1/T$, and each end adds a constant:

$$\frac1T=\frac{L+c}{\lambda}.$$

The interpolation sets $c=\lambda$. For isotropic scattering the slab solution gives $c/\lambda=1.0419$ in two dimensions and $1.0657$ in three, so the interpolation slightly overestimates the transmission of a long channel. It does so for a thin one too, since $\lambda_{\rm thin}<\lambda$ means that more is reflected than $L/\lambda$. Over the sampled lengths, the largest error relative to the slab transmission is 2.2 % in two dimensions and 3.3 % in three; the samples are spaced by factors of two, so these are lower bounds on the maximum error. Replacing $\lambda$ by $\lambda_{\rm thin}$ would improve the thin limit and spoil the conductivity.

## A two-dimensional channel

Take a model electron gas at zero temperature with mass $m=0.1$ electron masses, density $n=10^{16}\ \mathrm{m^{-2}}$ and $\tau=0.50$ ps. The channel has width $W=1000$ nm and length $L=300$ nm. With two spins $n=k_F^2/2\pi$, so

$$k_F=\sqrt{2\pi n}=0.2507\ \mathrm{nm^{-1}},\qquad v_F=\frac{\hbar k_F}{m}=2.902\times10^5\ \mathrm{m/s}.$$

Then $v_F\tau=145.1$ nm and

$$\lambda=\frac\pi2\,(145.1\ \mathrm{nm})=227.9\ \mathrm{nm},\qquad M=\frac{k_FW}{\pi}=79.79 .$$

A channel with hard walls has a whole number of modes. It is 79 if $k_F$ keeps the value above. It is 80 if the density is held fixed instead, because the walls then raise $k_F$ slightly. Either count differs from the continuous value by about one percent or less.

The sheet conductivity follows by two roads:

$$\frac{ne^2\tau}{m}=1.409\ \mathrm{mS},\qquad \frac{2e^2}{h}\frac MW\lambda=(77.48\ \mathrm{\mu S})(79.79)\frac{227.9}{1000}=1.409\ \mathrm{mS}.$$

The interpolation splits the resistance into a ballistic part and a diffusive part:

$$R=\frac{h}{2e^2M}\left(1+\frac L\lambda\right)=161.8\ \Omega+212.9\ \Omega=374.7\ \Omega,$$

with $T=227.9/527.9=0.432$. The channel is neither ballistic nor diffusive: both parts matter. The slab is unbounded sideways, so it describes this channel when the side walls reflect specularly and leave $v_x$ unchanged; walls that scatter diffusely add a resistance that the bulk $\tau$ does not contain. The slab solution for isotropic scattering gives $T=0.424$ and $R=381.3\ \Omega$, so the interpolated resistance is 1.7 % lower than the slab value.

Had $v_F\tau$ been entered as the length, the result would have been

$$161.8\ \Omega\left(1+\frac{300}{145.1}\right)\approx496\ \Omega,$$

about 30 % above the slab value. The ballistic part is unaffected; the diffusive part is too large by the factor $\pi/2$, and this factor would persist in a channel of any length.

## Where the matching stops

The derivation adds probabilities. For two scatterers in one dimension with transmissions $T_1,T_2$ and reflections $R_i=1-T_i$, summing over repeated reflections gives $T_{12}=T_1T_2/(1-R_1R_2)$. Then

$$\frac{1-T_{12}}{T_{12}}=\frac{1-R_1R_2-T_1T_2}{T_1T_2}=\frac{R_1T_2+R_2T_1}{T_1T_2}=\frac{R_1}{T_1}+\frac{R_2}{T_2}.$$

The quantity $(1-T)/T$ is additive, so it grows as $L/\lambda$, and $LT$ has a finite limit.

If amplitudes are added instead, with a phase $\varphi$ collected between the scatterers,

$$T_{12}=\frac{T_1T_2}{|1-\sqrt{R_1R_2}\,e^{i\varphi}|^2}.$$

For a uniformly random phase, the average of $\ln|1-qe^{i\varphi}|^2$ with $0\le q<1$ vanishes: the expansion $-2\sum_{j\ge1}q^j\cos(j\varphi)/j$ has no constant term. Hence the averages of $\ln T$ add, and the typical transmission falls exponentially with length. Then $LT\to0$, the limit that defines $\lambda$ is zero, and there is no finite conductivity to match. The one-dimensional result therefore requires that phase memory be lost before this localization sets in. The same condition applies to a wire of fixed cross-section with $M$ modes: if it stays phase-coherent, $LT$ also falls to zero once $L$ exceeds a length of order $M\lambda$. For the channel above $M\lambda\approx18\ \mathrm{\mu m}$, far longer than $L=0.3\ \mathrm{\mu m}$.

Two other assumptions can fail separately. In an anisotropic band the speed varies over the constant-energy surface and the ratio $\langle v_x^2\rangle/\langle|v_x|\rangle$ can depend on the transport direction, even where square or cubic symmetry makes $\langle v_x^2\rangle$ the same in all directions. The three numerical factors then no longer apply in general. With inelastic scattering carriers move between energies, so a transmission at fixed energy no longer describes the channel by itself.

## Table of computed values

```
Slab Boltzmann solution, lengths in units of v*tau
1D lambda: formula 2.00000, slab 2.00000
1D lambda, anisotropic scattering: 2.00000
1D thin-slab reflection length: 2.001
1D offset c/lambda in 1/T=(L+c)/lambda: 1.0000
1D largest error of lambda/(lambda+L): 0.00 %
2D lambda: formula 1.57080, slab 1.57080
2D lambda, anisotropic scattering: 1.57080
2D thin-slab reflection length: 1.276
2D offset c/lambda in 1/T=(L+c)/lambda: 1.0419
2D largest error of lambda/(lambda+L): 2.21 %
3D lambda: formula 1.33333, slab 1.33333
3D lambda, anisotropic scattering: 1.33333
3D thin-slab reflection length: 1.003
3D offset c/lambda in 1/T=(L+c)/lambda: 1.0657
3D largest error of lambda/(lambda+L): 3.28 %
mean scattering cosine in anisotropic test: 0.3
Thermal conductivity, nonparabolic band, model units
1D Boltzmann 1.100474, Landauer 1.100474
2D Boltzmann 0.482702, Landauer 0.482702
3D Boltzmann 0.182234, Landauer 0.182234
Worked example: model 2D electron gas
effective mass: 0.1 electron masses
sheet density: 1.0e+16 m^-2
relaxation time tau: 0.50 ps
width W: 1000 nm
length L: 300 nm
Fermi wavevector: 0.2507 nm^-1
Fermi speed: 2.9019e+05 m/s
v*tau: 145.09 nm
backscattering length lambda: 227.91 nm
continuous mode number M per spin: 79.79
conductance quantum 2e^2/h: 77.481 microsiemens
sheet conductivity, Drude: 1.4090 mS
sheet conductivity, Landauer: 1.4090 mS
ballistic resistance: 161.76 ohm
diffusive resistance L/(sigma W): 212.92 ohm
transmission lambda/(lambda+L): 0.4317
total resistance, interpolation: 374.68 ohm
transmission, slab solution: 0.4243
total resistance, slab solution: 381.27 ohm
```
